# Potential of a point charge along the axis of a uniaxial dielectric

A point charge \(q\) in an infinite, homogeneous uniaxial dielectric, with relative permittivity \(\epsilon_z\) along the optic axis \(z\) and \(\epsilon_\perp\) across it, produces at distance \(r\) and angle \(\theta\) from the axis the potential

\[
\phi(r,\theta)=\frac{q}{4\pi\epsilon_0\,r\,\epsilon_{\rm eff}(\theta)},\qquad
\epsilon_{\rm eff}(\theta)=\sqrt{\epsilon_\perp\left(\epsilon_\perp\cos^2\theta+\epsilon_z\sin^2\theta\right)} .
\]

On the axis \(\epsilon_{\rm eff}=\epsilon_\perp\), whatever the value of \(\epsilon_z\). The permittivity along the line from charge to observer drops out, and the one at right angles to it remains. In the basal plane \(\epsilon_{\rm eff}=\sqrt{\epsilon_\perp\epsilon_z}\), so both enter.

The medium is taken to be linear, static and insulating, both permittivities are positive, and \(\phi\) vanishes at infinity. The displacement is \(D_{x,y}=\epsilon_0\epsilon_\perp E_{x,y}\), \(D_z=\epsilon_0\epsilon_zE_z\), with \(\mathbf E=-\nabla\phi\). Gauss's law \(\nabla\cdot\mathbf D=\rho\), with \(\rho\) the free charge density, becomes

\[
\epsilon_\perp(\partial_x^2+\partial_y^2)\phi+\epsilon_z\partial_z^2\phi=-\rho/\epsilon_0 .
\]

Let the charge first be a Gaussian of standard deviation \(\sigma\), whose Fourier transform is \(q\,e^{-\sigma^2k^2/2}\). For a plane wave of wave vector \(\mathbf k=k\hat{\mathbf k}\) the left side equals \(-k^2\epsilon(\hat{\mathbf k})\phi(\mathbf k)\), where

\[
\epsilon(\hat{\mathbf k})=\epsilon_\perp(1-\hat k_z^2)+\epsilon_z\hat k_z^2=\epsilon_\perp(1-\eta\hat k_z^2),\qquad \eta=1-\frac{\epsilon_z}{\epsilon_\perp}.
\]

This is the permittivity felt by a wave of potential whose field points along \(\hat{\mathbf k}\). Hence

\[
\phi_\sigma(\mathbf r)=\frac{q}{\epsilon_0}\int\frac{d^3k}{(2\pi)^3}\,\frac{e^{i\mathbf k\cdot\mathbf r}e^{-\sigma^2k^2/2}}{k^2\epsilon(\hat{\mathbf k})} .
\]

Take the direction \(\mathbf n=\mathbf r/r\) of the observer as polar axis for \(\mathbf k\), with \(\mu=\hat{\mathbf k}\cdot\mathbf n\) and azimuth \(\alpha\). The factor \(k^2\) in \(d^3k=k^2dk\,d\mu\,d\alpha\) cancels the one in the denominator. Since \(\epsilon(\hat{\mathbf k})=\epsilon(-\hat{\mathbf k})\), the exponential may be replaced by \(\cos(k\mu r)\), and

\[
\int_0^\infty e^{-\sigma^2k^2/2}\cos(k\mu r)\,dk=\sqrt{\frac{\pi}{2}}\,\frac1\sigma\,e^{-\mu^2r^2/2\sigma^2}.
\]

The potential is now an integral over directions:

\[
\phi_\sigma=\frac{q}{8\pi^3\epsilon_0}\int_{-1}^{1}d\mu\,\sqrt{\frac{\pi}{2}}\,\frac{e^{-\mu^2r^2/2\sigma^2}}{\sigma}\int_0^{2\pi}\frac{d\alpha}{\epsilon(\hat{\mathbf k})} .
\]

As \(\sigma\to0\) the weight in \(\mu\) narrows to a spike at \(\mu=0\), of area \(\sqrt{\pi/2}\,\sigma^{-1}\sqrt{2\pi}\,\sigma/r=\pi/r\). What survives is the ring of directions perpendicular to \(\mathbf n\):

\[
\phi=\frac{q}{4\pi\epsilon_0 r}\,\frac1{2\pi}\oint_{\hat{\mathbf k}\perp\mathbf n}\frac{d\alpha}{\epsilon(\hat{\mathbf k})} .
\]

This is the reason for the result. Waves with a component of \(\mathbf k\) along the line of sight oscillate at the observer as \(k\) varies, and their sum over \(k\) cancels. Waves with \(\mathbf k\) across the line of sight all arrive in phase. For an observer on the optic axis the ring lies in the basal plane, where \(\epsilon(\hat{\mathbf k})=\epsilon_\perp\) at every point, and the average is \(1/\epsilon_\perp\).

For an observer at angle \(\theta\), the ring has \(\hat k_z=\sin\theta\cos\alpha\). Writing \(1=\sin^2\alpha+\cos^2\alpha\),

\[
\epsilon(\hat{\mathbf k})=\epsilon_\perp\sin^2\alpha+B\cos^2\alpha,\qquad B=\epsilon_\perp(1-\eta\sin^2\theta)=\epsilon_\perp\cos^2\theta+\epsilon_z\sin^2\theta .
\]

The four quadrants contribute equally, and \(t=\tan\alpha\) gives

\[
\frac1{2\pi}\oint\frac{d\alpha}{\epsilon(\hat{\mathbf k})}=\frac{2}{\pi}\int_0^\infty\frac{dt}{B+\epsilon_\perp t^2}=\frac1{\sqrt{\epsilon_\perp B}},
\]

which is \(1/\epsilon_{\rm eff}(\theta)\).

A change of scale confirms this by another road. With \(x=\sqrt{\epsilon_\perp}x'\), \(y=\sqrt{\epsilon_\perp}y'\), \(z=\sqrt{\epsilon_z}z'\), the operator becomes the ordinary Laplacian, and \(\delta(\mathbf r)=\delta(\mathbf r')/(\epsilon_\perp\sqrt{\epsilon_z})\) because a volume element grows by \(\epsilon_\perp\sqrt{\epsilon_z}\). The solution that decays is therefore

\[
\phi=\frac{q}{4\pi\epsilon_0}\,\frac{1}{\epsilon_\perp\sqrt{\epsilon_z}\,s},\qquad s=\sqrt{\frac{x^2+y^2}{\epsilon_\perp}+\frac{z^2}{\epsilon_z}} .
\]

On the axis \(s=|z|/\sqrt{\epsilon_z}\). The factor \(\sqrt{\epsilon_z}\) from the strength of the source cancels the one from the rescaled distance.

Take \(\epsilon_\perp=15\) and \(\epsilon_z=6\), so that \(\eta=0.6\). The effective permittivity is 15 on the axis, 13.83 at 30°, 11.12 at 60° and 9.49 in the plane. At \(r=2.4\) nm, with \(e^2/4\pi\epsilon_0=1.43996\) eV nm, two charges \(+e\) repel with

\[
\frac{1.43996}{15\times2.4}\ {\rm eV}=40.0\ {\rm meV}\ \text{on the axis},\qquad
\frac{1.43996}{9.487\times2.4}\ {\rm eV}=63.2\ {\rm meV}\ \text{in the plane}.
\]

The axial value is 0.00147 hartree. The repulsion is weaker along the direction of the smaller permittivity, as the ring average requires.

The independence of \(\epsilon_z\) extends to the axial field, \(E_z=q/(4\pi\epsilon_0\epsilon_\perp z^2)\) for \(z>0\), since it is the derivative of \(\phi\) along the axis. It doesn't extend to the displacement, which is

\[
D_z=\epsilon_0\epsilon_zE_z=\frac{\epsilon_z}{\epsilon_\perp}\,\frac{q}{4\pi z^2}.
\]

Here this is 0.4 of the isotropic value. The total flux of \(\mathbf D\) is still \(q\), so the flux missing near the axis leaves closer to the plane.

Nor is the charge simply reduced to \(q/\epsilon_\perp\) at its site. Near the axis, with \(\varrho^2=x^2+y^2\),

\[
\phi\approx\phi(0,z)\left(1-\frac{\epsilon_z}{2\epsilon_\perp}\frac{\varrho^2}{z^2}\right).
\]

The lateral Laplacian of \(\varrho^2\) is 4, and \(\partial_z^2(1/z)=2/z^3\), so on the axis

\[
\nabla^2\phi=\frac{2\phi}{z^2}-\frac{2\epsilon_z}{\epsilon_\perp}\frac{\phi}{z^2}=\frac{2\eta\,\phi}{z^2}.
\]

The bound charge density there, \(-\epsilon_0\nabla^2\phi=-\eta q/(2\pi\epsilon_\perp z^3)\), is not zero: at 2.4 nm it is \(-4.6\times10^{-4}\,e/{\rm nm}^3\). An isotropic medium has no bound charge away from the source. The flux of \(\mathbf E\) through a sphere measures all the charge inside, free and bound. Since \(\phi\propto1/r\), \(E_r=\phi/r\), and the flux is \(q/\epsilon_0\) times the average of \(1/\epsilon_{\rm eff}\) over observers. Averaging rings over all their orientations covers the sphere of \(\hat{\mathbf k}\) uniformly, so this equals

\[
\int_0^1\frac{dm}{\epsilon_\perp(1-\eta m^2)}=\frac{\operatorname{artanh}\sqrt\eta}{\epsilon_\perp\sqrt\eta}=0.0888=\frac1{11.26}.
\]

It doesn't depend on the radius, so the bound charge in each spherical shell adds up to zero. The flux sees a permittivity of 11.26, while the axial potential sees 15.

A charge of finite width brings \(\epsilon_z\) back into the axial potential. For an observer on the axis \(\hat k_z=\mu\), and \(1/\epsilon(\hat{\mathbf k})\approx(1+\eta\mu^2)/\epsilon_\perp\) for small \(\mu\). The Gaussian weight has mean square \(\sigma^2/z^2\), so to leading order

\[
\frac{\phi_\sigma(0,z)}{\phi(0,z)}=1+\eta\,\frac{\sigma^2}{z^2}.
\]

Numerical integration over directions with \(\sigma=0.01z\) and \(\epsilon_\perp=15\) held fixed gives effective permittivities of 14.9988, 14.9991, 14.9997 and 15.0015 for \(\epsilon_z=3\), 6, 12 and 30. A tenfold change of \(\epsilon_z\) moves the result by about 0.02 %, and the small offsets from 15 are those of the formula, including the change of sign at \(\epsilon_z=\epsilon_\perp\). For a Gaussian defect charge of standard deviation 0.15 nm seen from 2.4 nm, the full integral gives a shift of \(+0.24\) %.

A layered crystal is not a continuum on the scale of its layers, and a simple model shows how the law emerges. Let sheets at \(z=nd\) be polarizable in their plane, in a background of permittivity \(\epsilon_z\). A lateral wave of wave number \(k\) and potential \(\phi_n\) on sheet \(n\) induces the charge density \(-\epsilon_0\chi k^2\phi_n\), where \(\chi\) is the sheet polarizability. A sheet of charge density \(\tau\) produces the potential \(\tau e^{-k|z|}/(2\epsilon_0\epsilon_zk)\). With the point charge on sheet 0 and \(u=kd\),

\[
\phi_n=\frac{q\,e^{-|n|u}}{2\epsilon_0\epsilon_zk}-\frac{\chi k}{2\epsilon_z}\sum_m e^{-|n-m|u}\phi_m .
\]

A Fourier series in \(n\), with phase \(p\), turns the sum into a product, and two geometric series give \(\sum_ne^{-|n|u}e^{-ipn}=\sinh u/(\cosh u-\cos p)\). Solving for \(\phi(p)\),

\[
\phi(p)=\frac{q}{2\epsilon_0\epsilon_zk}\,\frac{\sinh u}{\cosh\kappa-\cos p},\qquad
\cosh\kappa=\cosh u+\frac{\chi k}{2\epsilon_z}\sinh u .
\]

The same geometric sum, read backwards with \(\kappa\) for \(u\), gives \(\phi_n\propto e^{-|n|\kappa}/\sinh\kappa\). For slowly varying fields the sheets add \(\chi/d\) to the in-plane permittivity, so \(\chi=(\epsilon_\perp-\epsilon_z)d\). Integrating over lateral waves with \(k\,dk/2\pi\), the potential straight above the charge is, for \(n>0\),

\[
\phi_n=\frac{q}{4\pi\epsilon_0\epsilon_zd}\int_0^\infty du\,\frac{\sinh u}{\sinh\kappa}\,e^{-n\kappa}.
\]

At large \(n\) small \(u\) dominates. There \(\cosh\kappa\approx1+\tfrac12u^2\epsilon_\perp/\epsilon_z\), so \(\kappa\approx u\sqrt{\epsilon_\perp/\epsilon_z}\). The ratio of hyperbolic sines gives \(\sqrt{\epsilon_z/\epsilon_\perp}\) and the integral of the exponential gives \(\sqrt{\epsilon_z/\epsilon_\perp}/n\). Their product cancels \(\epsilon_z\) and leaves \(q/(4\pi\epsilon_0\epsilon_\perp nd)\). The next terms are smaller by \(u^2\sim1/n^2\). For \(d=0.6\) nm the deviation from the continuum is \(-0.49\) % at four layers, \(-0.020\) % at 20 and \(-0.005\) % at 40. In this model the continuum law is thus good to half a percent at 2.4 nm when the charge and the observer both sit on sheets. With both midway between sheets the deviation is of order one percent.

In a supercell calculation of a charged defect, the cell is repeated periodically and a uniform background neutralizes it. Let \(\psi\) be the potential at the defect due to all its images and the background, that is, the periodic potential minus that of the isolated charge. The cell average of the periodic potential is set to zero, which removes the term \(\mathbf G=0\). For a cell of volume \(\Omega\) with reciprocal vectors \(\mathbf G\),

\[
\psi=\frac q{\epsilon_0}\lim_{\tau\to0}\left[\frac1\Omega\sum_{\mathbf G\ne0}\frac{e^{-\tau^2G^2}}{G^2\epsilon(\hat{\mathbf G})}-\int\frac{d^3k}{(2\pi)^3}\frac{e^{-\tau^2k^2}}{k^2\epsilon(\hat{\mathbf k})}\right].
\]

The periodic energy contains \(q\psi/2\), the half because each pair of charges is shared between two cells. The point-charge correction to be added is therefore \(-q\psi/2\). It is one part of a full defect correction: the alignment of potentials and the shape of the defect charge are left out.

For a cubic cell of edge 2.4 nm, with one edge along the optic axis, extrapolation of this expression to \(\tau=0\) gives \(4\pi\epsilon_0\psi/q=-0.098566\ {\rm nm}^{-1}\). An Ewald sum, which splits the potential into a short-range part summed over images and a smooth part summed over \(\mathbf G\), gives \(-0.098562\ {\rm nm}^{-1}\). The correction for \(q=+e\) is

\[
-\tfrac12q\psi=\tfrac12\times1.43996\times0.098562\ {\rm eV}=71.0\ {\rm meV}.
\]

Here \(\epsilon_z\) matters. With \(\epsilon_\perp=15\) and the cell held fixed, raising \(\epsilon_z\) from 6 to 12 lowers the correction to 60.9 meV. The images on the optic axis are screened by \(\epsilon_\perp\) alone, but all the others lie off it, and the background fills the cell. Putting 15 into the isotropic formula gives 56.7 meV, which is 20 % below the anisotropic value; putting in 6 gives 141.9 meV, twice that value.

The isotropic formula with the mean \((2\times15+6)/3=12\) gives 70.9 meV, almost the anisotropic result. Part of this follows from symmetry. Write the permittivity tensor as its mean plus a traceless part. To first order the traceless part enters through sums of \(G_iG_j\) times a function of \(G\), which in a cubic cell are proportional to \(\delta_{ij}\), and its contribution vanishes; the same holds for the integral. The error of the mean is thus of second order in the anisotropy. Its smallness here is nevertheless a coincidence of this case. For \(\epsilon_z=12\) the mean is 14, and the isotropic correction, which scales as \(1/\epsilon\), is \(56.744\times15/14=60.80\) meV against 60.87 meV. That relative error of 0.11 % is larger than the 0.05 % found at \(\epsilon_z=6\), although the anisotropy is weaker, so higher orders must partly cancel the second at \(\epsilon_z=6\). In a cell that isn't cubic the first-order argument fails.

The parameters lie in the regime of bulk layered transition-metal dichalcogenides, for which an in-plane permittivity in the middle teens, an out-of-plane one of roughly 6 or 7 and a layer spacing of about 0.6 nm are rough typical values. An error of one unit in \(\epsilon_\perp\), 16 in place of 15, changes the axial potential by \(-6.3\) %, more than the charge width or the layer correction of the sheet model does. That model has a uniform \(\epsilon_z\), whereas in a real crystal the out-of-plane response alternates between layer and gap. Since \(D_z\) is continuous, \(E_z\) is weaker than the continuum value inside a layer and stronger in the gap, and an observer away from the mid-plane of a layer sees a deviation of order \(1/n\). In a stack of slabs and vacuum gaps with the same \(\epsilon_\perp\), \(\epsilon_z\) and \(d\), with the charge at a slab centre, the deviation is a few tenths of a percent at the centre of the fourth slab but about 7 % at its faces. An observer 10° off the axis finds it 0.9 % higher at the same distance. The axial field at 2.4 nm is 0.17 MV/cm, well below the breakdown fields of such layers, which are roughly of order MV/cm. Closer to the charge the field grows as \(1/z^2\), and the linear continuum is no longer a safe assumption.

Free carriers add another dependence on \(\epsilon_z\). For one nondegenerate species of density \(n_c\) in linear response, the induced charge density is \(-n_ce^2\phi/k_BT\), and in the scaled coordinates \(\nabla'^2\phi=K^2\phi\) away from the charge, with \(K^2=n_ce^2/(\epsilon_0k_BT)\). The solution \(e^{-Ks}/s\) multiplies the axial potential by

\[
e^{-z/\lambda_z},\qquad \lambda_z=\sqrt{\frac{\epsilon_0\epsilon_zk_BT}{n_ce^2}} .
\]

The decay length contains \(\epsilon_z\), while the prefactor keeps \(\epsilon_\perp\). At \(10^{15}\ {\rm cm}^{-3}\) and 300 K, \(\lambda_z=92.6\) nm and the potential at 2.4 nm falls by 2.6 %. This is an estimate of size, because the pair energy there is 1.55 \(k_BT\) and linear response is not justified that close to the charge.

In a thin device the assumption of an infinite medium can fail. Let the crystal end at a surface normal to the optic axis, with an isotropic medium \(\epsilon_2\) beyond. A lateral wave decays inside as \(e^{-\beta k|z|}\), where \(\epsilon_z\beta^2=\epsilon_\perp\), and outside as \(e^{-k|z|}\). Let \(R\) be the reflected amplitude at the surface relative to the incident one. Continuity of \(\phi\) makes the outer amplitude \(1+R\), and continuity of \(D_z\) requires

\[
\epsilon_z\beta(1-R)=\epsilon_2(1+R)\quad\Rightarrow\quad
R=\frac{\sqrt{\epsilon_\perp\epsilon_z}-\epsilon_2}{\sqrt{\epsilon_\perp\epsilon_z}+\epsilon_2}.
\]

Since \(R\) doesn't depend on \(k\), the reflected waves add up to the potential of an image charge \(Rq\) at the mirror position. For a charge at depth \(h\) and an observer straight above it at depth \(h'<h\),

\[
\phi=\frac{q}{4\pi\epsilon_0\epsilon_\perp}\left(\frac1{h-h'}+\frac{R}{h+h'}\right).
\]

Each term is screened by \(\epsilon_\perp\), but \(\epsilon_z\) returns through \(R\). Against vacuum, \(R=(9.487-1)/(9.487+1)=0.81\). With the charge 2.4 nm below the surface and the observer at the surface, the potential is 81 % above the bulk value. Unless \(R\) is small, the bulk law for the axis therefore needs a distance to the interface that is large compared with the distance between charge and observer. The numerical output below lists the computed values for the infinite medium and the periodic cell; the surface values follow from the formulas above.

## Calculated quantities

```
permittivity across axis: 15.0
permittivity along axis: 6.0
layer spacing: 0.60 nm
supercell edge = axial distance: 2.40 nm
e^2/(4 pi eps0): 1.43996 eV nm
effective permittivity at 0 deg: 15.000
effective permittivity at 10 deg: 14.864
effective permittivity at 30 deg: 13.829
effective permittivity at 60 deg: 11.124
effective permittivity at 90 deg: 9.487
Fourier integral on axis, Gaussian width 0.01 of distance:
  along-axis 3: effective permittivity 14.9988
  along-axis 6: effective permittivity 14.9991
  along-axis 12: effective permittivity 14.9997
  along-axis 30: effective permittivity 15.0015
pair energy on axis: 40.00 meV
pair energy in plane, same distance: 63.24 meV
pair energy on axis: 0.001470 hartree
axial field at that distance: 0.1667 MV/cm
axial D over isotropic q/(4 pi z^2): 0.400
bound charge density on axis there: -4.605e-04 e/nm^3
E flux times eps0/q: 0.08880
permittivity seen by E flux: 11.262
image potential psi, Ewald: -0.098562 1/nm
image potential psi, direct: -0.098566 1/nm
cell correction, anisotropic: 70.96 meV
cell correction, along-axis value 12: 60.87 meV
cell correction, isotropic 15: 56.74 meV
cell correction, isotropic 6: 141.86 meV
cell correction, isotropic mean 12: 70.93 meV
isotropic permittivity that would fit: 11.995
Neglected effects on the axial potential at that distance:
  discrete layers: -0.49 %
  discrete layers, 20 layers away: -0.0200 %
  discrete layers, 40 layers away: -0.0050 %
  defect charge width: 0.15 nm
  effect of that width: +0.236 %
  carrier density: 1.0e+15 cm^-3
  temperature: 300 K
  axial screening length: 92.6 nm
  effect of carriers: -2.56 %
  density / band density (free mass): 4.0e-05
  pair energy / kT: 1.55
  tilt of 10 deg: +0.92 %
  across-axis value 16 for 15: -6.25 %
```
